# The Callan–Symanzik equation in QED and the running photon propagator: a numerical check

```python
"""
Result under test (QED, one charged fermion, MS-bar, dimension 4 - 2*eps):
  [mu d/dmu + beta d/dalpha + 2*gamma3] d = 0   (massless photon function)
  beta = 2*alpha*gamma3, because the vertex and fermion factors cancel (Z1 = Z2)
  alpha*d(Q/mu, alpha) = abar(Q)*d(1, abar(Q)),  d abar/d ln Q = beta(abar)
Symbols: alpha coupling at scale mu; Z3 photon field factor;
  gamma3 = (1/2) d ln Z3/d ln mu; xi gauge parameter (1 = Feynman);
  d = transverse photon propagator divided by the free one; Q^2 = -q^2 > 0.
One loop: Z3 = 1 - alpha/(3 pi eps), gamma3 = alpha/(3 pi).
"""
import itertools
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import gamma, roots_jacobi

pi = np.pi
mp.mp.dps = 30

# ---- Vacuum polarization: direct loop integral in dimension < 2 (e = 1) ----
def polarization_direct(dim, Q, m):
    power = (dim - 3) / 2
    c, wc = roots_jacobi(80, power, power)
    step = 0.05
    k = np.exp(np.arange(-40, 90, step))[:, None]
    sphere = 2 * pi**((dim - 1) / 2) / gamma((dim - 1) / 2)
    weight = step * k**dim * wc * sphere / (2 * pi)**dim
    kq = k * Q * c
    kp = k**2 + kq
    den = (k**2 + m**2) * (k**2 + 2 * kq + Q**2 + m**2)
    contracted = 4 * weight * ((dim - 2) * kp + dim * m**2) / den
    longitudinal = 4 * weight * (2 * kq * (kq + Q**2)
                                 - Q**2 * kp - m**2 * Q**2) / den
    value = contracted.sum() / ((dim - 1) * Q**2)
    return value, longitudinal.sum() / np.abs(longitudinal).sum()

def polarization_formula(dim, Q, m):
    integral = quad(lambda x: x * (1 - x)
                    * (m**2 + x * (1 - x) * Q**2)**(dim / 2 - 2), 0, 1)[0]
    return -8 * gamma(2 - dim / 2) / (4 * pi)**(dim / 2) * integral

print("Vacuum polarization (e=1, Q=1.3, m=0.9, dimensionless units)")
for dim in (1.3, 1.6):
    direct, leak = polarization_direct(dim, 1.3, 0.9)
    formula = polarization_formula(dim, 1.3, 0.9)
    assert abs(direct / formula - 1) < 1e-8
    assert abs(leak) < 1e-9
    print(f"  dimension {dim}: loop integral {direct:.8f}, formula {formula:.8f}")

# ---- Ultraviolet logarithms of vertex and self-energy, general gauge ----
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
G = np.array([np.kron(sx, s) for s in (sx, sy, sz)] + [np.kron(sy, np.eye(2))])
for a in range(4):
    for b in range(4):
        assert np.allclose(G[a] @ G[b] + G[b] @ G[a], 2 * (a == b) * np.eye(4))

# The 24 directions average polynomials up to degree 5 exactly on the 3-sphere.
directions = []
for i, j in itertools.combinations(range(4), 2):
    for si, sj in itertools.product((1, -1), repeat=2):
        v = np.zeros(4)
        v[i], v[j] = si, sj
        directions.append(v / np.sqrt(2))

def fermion(k, m=0.0):
    slash = np.einsum('a,aij->ij', k, G)
    return (-1j * slash + m * np.eye(4)) / (k @ k + m * m)

def uv_logs(xi):
    """Coefficients of e^2 ln(cutoff)/(8 pi^2): vertex, p-slash, mass."""
    h = 1e-4
    p = np.array([h, 0, 0, 0])
    total = np.zeros(3, complex)
    for k in directions:
        photon = np.eye(4) - (1 - xi) * np.outer(k, k)
        def wrap(M):
            return np.einsum('ab,aij,jk,bkl->il', photon, G, M, G)
        vertex = -wrap(fermion(k) @ G[0] @ fermion(k))
        slope = wrap((fermion(k + p) - fermion(k - p)) / (2 * h))
        mass = wrap((fermion(k, h) - fermion(k, -h)) / (2 * h))
        total += [np.trace(G[0] @ vertex) / 4,
                  np.trace(G[0] @ slope) / 4j, np.trace(mass) / 4]
    return (total / len(directions)).real

print("UV logarithms, units e^2 ln(cutoff)/(8 pi^2)")
for xi in (0.0, 1.0, 3.0):
    vertex, slope, mass = uv_logs(xi)
    assert abs(vertex - slope) < 1e-6
    assert abs(slope - xi) < 1e-6
    assert abs(mass - slope - 3) < 1e-6
    print(f"  xi={xi:.0f}: vertex {vertex + 0:.4f}, p-slash {slope + 0:.4f}, "
          f"mass {mass:.4f}".replace("-0.0000", "0.0000"))

# ---- beta and gamma3 from fixed bare coupling, at finite eps ----
def Z3(alpha, eps):
    return 1 - alpha / (3 * mp.pi * eps)

eps_test, alpha_test = mp.mpf('0.1'), mp.mpf('0.2')
bare = alpha_test / Z3(alpha_test, eps_test)
def alpha_at(lnmu):
    return mp.findroot(lambda a: mp.exp(2 * eps_test * lnmu) * a
                       / Z3(a, eps_test) - bare, alpha_test)
h = mp.mpf('1e-6')
up, down = alpha_at(h), alpha_at(-h)
beta_num = (up - down) / (2 * h)
gamma3_num = (mp.log(Z3(up, eps_test)) - mp.log(Z3(down, eps_test))) / (4 * h)
beta_eps = -2 * eps_test * alpha_test + 2 * alpha_test**2 / (3 * mp.pi)
assert abs(gamma3_num - alpha_test / (3 * mp.pi)) < 1e-9
assert abs(beta_num - beta_eps) < 1e-9
print("Fixed bare coupling, eps=0.1, alpha=0.2 (dimensionless)")
print(f"  gamma3 {float(gamma3_num):.8f}, beta {float(beta_num):.8f}, "
      f"beta+2*eps*alpha {float(beta_num + 2*eps_test*alpha_test):.8f}")

# ---- Callan-Symanzik equation by differentiation, at finite eps ----
def photon_eps(lnmu, alpha, eps, lnQ):
    loop = (2 * alpha / mp.pi * mp.exp(mp.euler * eps) * mp.gamma(eps)
            * mp.beta(2 - eps, 2 - eps) * mp.exp(2 * eps * (lnmu - lnQ)))
    return 1 / (Z3(alpha, eps) + loop)

lnQ = mp.mpf('0.7')
f = lambda x, a: photon_eps(x, a, eps_test, lnQ)
d_mu = mp.diff(f, (0, alpha_test), (1, 0))
d_alpha = mp.diff(f, (0, alpha_test), (0, 1))
value = f(mp.mpf(0), alpha_test)
residual = d_mu + beta_num * d_alpha + 2 * gamma3_num * value
assert abs(residual) < 1e-8 and abs(d_mu) > 1e-3
print(f"  CS terms: mu-derivative {float(d_mu):.6f}, "
      f"beta term {float(beta_num*d_alpha):.6f}, "
      f"gamma term {float(2*gamma3_num*value):.6f}")

# ---- Four-dimensional limits, massless and massive ----
def inverse_d(alpha, L):
    return 1 - alpha / (3 * pi) * (L - 5 / 3)

def inverse_d_massive(alpha, Q, m, mu):
    integral = quad(lambda x: x * (1 - x)
                    * np.log((m**2 + x * (1 - x) * Q**2) / mu**2),
                    0, 1, epsabs=1e-11, epsrel=1e-11, limit=300)[0]
    return 1 - 2 * alpha / pi * integral

tiny = mp.mpf('1e-10')
limit = 1 / photon_eps(mp.mpf(0), alpha_test, tiny, lnQ)
assert abs(float(limit) - inverse_d(0.2, 1.4)) < 1e-8
massive_integral = mp.quad(lambda x: x * (1 - x)
                           * (1 / (mp.mpf('0.81') + x * (1 - x) * 4))**tiny, [0, 1])
massive_limit = (Z3(alpha_test, tiny) + 2 * alpha_test / mp.pi
                 * mp.exp(mp.euler * tiny) * mp.gamma(tiny) * massive_integral)
assert abs(float(massive_limit) - inverse_d_massive(0.2, 2.0, 0.9, 1.0)) < 1e-8

# ---- Characteristics against a power series in t = ln(Q/mu) ----
# The second coefficient of this trial gamma3 is arbitrary, not a QED value.
trial_gamma = Polynomial([0, 1 / (3 * pi), 0.05])
trial_beta = 2 * Polynomial([0, 1]) * trial_gamma
boundary = Polynomial([1, -0.2, 0.3])
a0, t_end = 0.3, 1.5
term, series, factor = boundary, 0.0, 1.0
for order in range(25):
    series += factor * term(a0)
    term = trial_beta * term.deriv() + 2 * trial_gamma * term
    factor *= t_end / (order + 1)
flow = solve_ivp(lambda t, y: [trial_beta(y[0]), 2 * trial_gamma(y[0])],
                 (0, t_end), [a0, 0.0], rtol=1e-11, atol=1e-13)
abar, exponent = flow.y[:, -1]
characteristic = np.exp(exponent) * boundary(abar)
assert abs(series - characteristic) < 1e-8
assert abs(np.exp(exponent) - abar / a0) < 1e-8
print("Trial two-term gamma3, alpha=0.3, t=1.5 (dimensionless)")
print(f"  power series {series:.8f}, characteristics {characteristic:.8f}")
print(f"  exp(2 int gamma3) {np.exp(exponent):.8f}, abar/alpha {abar/a0:.8f}")

# ---- Worked example: electron-only QED ----
alpha_e = constants.fine_structure
m_e = constants.physical_constants[
    'electron mass energy equivalent in MeV'][0]
assert abs(inverse_d_massive(alpha_e, 0.0, m_e, m_e) - 1) < 1e-12

def run(alpha, t):
    return solve_ivp(lambda s, a: 2 * a**2 / (3 * pi), (0, t), [alpha],
                     rtol=1e-11, atol=1e-15).y[0, -1]

print("Electron-only QED, alpha(mu=m_e) = fine-structure constant")
print(f"  m_e = {m_e:.6f} MeV, 1/alpha = {1/alpha_e:.6f}")
print("  Q in MeV | 1/abar(Q) | 1/(alpha d) massless | 1/(alpha d) with mass")
for Q in (1.0, 10.0, 1e3, 1e5):
    t = np.log(Q / m_e)
    running = run(alpha_e, t)
    assert abs(1 / running - (1 / alpha_e - 2 * t / (3 * pi))) < 1e-6
    massless = inverse_d(running, 0.0) / running
    assert abs(massless - inverse_d(alpha_e, 2 * t) / alpha_e) < 1e-6
    massive = inverse_d_massive(alpha_e, Q, m_e, m_e) / alpha_e
    if Q >= 1e3:
        assert abs(massive - massless) < 1e-5
    print(f"  {Q:8.0f} | {1/running:.5f} | {massless:.5f} | {massive:.5f}")

print("Q = 100 GeV: inverse effective charge for three choices of mu")
Q = 1e5
resummed = []
for mu in (m_e, 1e3, Q):
    a_mu = run(alpha_e, np.log(mu / m_e))
    L = 2 * np.log(Q / mu)
    full = inverse_d(a_mu, L) / a_mu
    truncated = 1 / (a_mu * (1 + a_mu / (3 * pi) * (L - 5 / 3)))
    resummed.append(full)
    print(f"  mu={mu:.3f} MeV: resummed {full:.5f}, first order {truncated:.5f}")
assert np.ptp(resummed) < 1e-6

# ---- Resummation at a round model coupling ----
a_model, L_model = 0.1, 40.0
a_run = run(a_model, L_model / 2)
d_full = a_run / a_model / inverse_d(a_run, 0.0)
x = a_model / (3 * pi) * (L_model - 5 / 3)
partial = np.cumsum(x**np.arange(41))
assert abs(partial[-1] - d_full) < 1e-7
print("Model alpha=0.1, ln(Q^2/mu^2)=40 (dimensionless)")
print(f"  expansion parameter {x:.5f}, abar(Q) {a_run:.5f}")
for order in (1, 2, 3, 5, 10):
    print(f"  d through order {order}: {partial[order]:.5f}")
print(f"  d resummed: {d_full:.5f}")

# ---- Formal one-loop pole: total ln(Q/mu) available to the coupling ----
# Integrate in v = 1/a, for which da/beta(a) = dv/(v^2 beta(1/v)).
one_loop_beta = lambda a: 2 * a**2 / (3 * pi)
reach = quad(lambda v: 1 / (v**2 * one_loop_beta(1 / v)), 0, 1 / alpha_e)[0]
assert abs(reach - 3 * pi / (2 * alpha_e)) < 1e-6
log_pole = (reach + np.log(m_e / 1e3)) / np.log(10)
log_pole_d = log_pole + (5 / 6) / np.log(10)
assert abs(inverse_d(alpha_e, 2 * (reach + 5 / 6))) < 1e-9
print("Formal one-loop pole, electron-only QED")
print(f"  ln(Q/m_e) at pole of abar: {reach:.3f}")
print(f"  log10(Q/GeV): pole of abar {log_pole:.2f}, pole of d {log_pole_d:.2f}")

print("tests ok")
```

It prints:

```
Vacuum polarization (e=1, Q=1.3, m=0.9, dimensionless units)
  dimension 1.3: loop integral -0.19246125, formula -0.19246125
  dimension 1.6: loop integral -0.13822414, formula -0.13822414
UV logarithms, units e^2 ln(cutoff)/(8 pi^2)
  xi=0: vertex 0.0000, p-slash 0.0000, mass 3.0000
  xi=1: vertex 1.0000, p-slash 1.0000, mass 4.0000
  xi=3: vertex 3.0000, p-slash 3.0000, mass 6.0000
Fixed bare coupling, eps=0.1, alpha=0.2 (dimensionless)
  gamma3 0.02122066, beta -0.03151174, beta+2*eps*alpha 0.00848826
  CS terms: mu-derivative -0.043304, beta term 0.001184, gamma term 0.042120
Trial two-term gamma3, alpha=0.3, t=1.5 (dimensionless)
  power series 1.08589197, characteristics 1.08589197
  exp(2 int gamma3) 1.12333184, abar/alpha 1.12333184
Electron-only QED, alpha(mu=m_e) = fine-structure constant
  m_e = 0.510999 MeV, 1/alpha = 137.035999
  Q in MeV | 1/abar(Q) | 1/(alpha d) massless | 1/(alpha d) with mass
         1 | 136.89353 | 137.07037 | 136.97647
        10 | 136.40490 | 136.58174 | 136.58011
      1000 | 135.42766 | 135.60449 | 135.60449
    100000 | 134.45041 | 134.62725 | 134.62725
Q = 100 GeV: inverse effective charge for three choices of mu
  mu=0.511 MeV: resummed 134.62725, first order 134.66885
  mu=1000.000 MeV: resummed 134.62725, first order 134.63195
  mu=100000.000 MeV: resummed 134.62725, first order 134.62748
Model alpha=0.1, ln(Q^2/mu^2)=40 (dimensionless)
  expansion parameter 0.40673, abar(Q) 0.17374
  d through order 1: 1.40673
  d through order 2: 1.57216
  d through order 3: 1.63944
  d through order 5: 1.67794
  d through order 10: 1.68549
  d resummed: 1.68557
Formal one-loop pole, electron-only QED
  ln(Q/m_e) at pole of abar: 645.767
  log10(Q/GeV): pole of abar 277.16, pole of d 277.52
tests ok
```
